# Triplet constraints, charge transfer and the entrance barrier for O₂ on Al(111): test program

```python
"""
Why does a triplet constraint give O2 an entrance barrier at a metal surface,
and does that barrier prove that spin conversion is restricted?

Result under test: in the pi* shell, spin moment 2 implies neutrality, so the
constraint removes electron-transfer attraction. A barrier also appears without
a spin constraint when the semilocal curvature in fractional charge is removed.

Symbols (eV, angstrom): W work function, A vertical affinity, D occupied band
depth, Gamma level half-width, z distance from image plane, U charge curvature,
R repulsion divided by Gamma/pi. The metal Fermi energy is zero.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf import gto, dft

HARTREE = const.physical_constants["Hartree energy in eV"][0]
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10
HBAR_FS = const.hbar / const.e * 1e15
W, D, R = 4.2, 10.0, 2.5
GAMMA_REF, Z_REF, DECAY = 0.3, 1.5, 1.5
BOND, TEMPERATURE = 1.21, 300.0

# ---------- Many-electron test of spin and charge constraints ----------
# Orbitals 0,1 belong to the molecule; 2,3 to the metal.
def annihilator(mode, modes=8):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    out = np.array([[1.0]])
    for j in range(modes):
        factor = np.diag([1.0, -1.0]) if j < mode else np.eye(2)
        out = np.kron(out, lower if j == mode else factor)
    return out

c = [annihilator(j) for j in range(8)]
number = [a.T @ a for a in c]

def spin_squared(orbitals):
    raising = sum(c[2*p].T @ c[2*p+1] for p in orbitals)
    sz = sum(number[2*p] - number[2*p+1] for p in orbitals) / 2
    return raising.T @ raising + sz @ sz + sz

s2_mol, s2_total = spin_squared([0, 1]), spin_squared(range(4))
n_mol = sum(number[:4])
moment = number[0] - number[1] + number[2] - number[3]
hop = np.zeros_like(n_mol)
for p, k, amplitude in [(0, 2, 0.5), (0, 3, 0.3), (1, 2, 0.2), (1, 3, 0.6)]:
    for s in range(2):
        term = c[2*p+s].T @ c[2*k+s]
        hop += amplitude * (term + term.T)
h_free = (-6*n_mol + 2*n_mol@(n_mol-np.eye(256)) - 0.4*s2_mol
          - 0.5*(number[4]+number[5]) + 0.5*(number[6]+number[7]))
h_full = h_free + hop
four = np.isclose(np.diag(sum(number)), 4)
triplet = four & np.isclose(np.diag(moment), 2)
neutral_sector = four & np.isclose(np.diag(n_mol), 2)

def lowest(matrix, selected):
    return np.linalg.eigvalsh(matrix[np.ix_(selected, selected)])[0]

e_triplet = lowest(h_full, triplet)
e_neutral = lowest(h_full, neutral_sector)
e_free = lowest(h_full, four)
assert np.allclose(np.diag(n_mol)[triplet], 2)
assert abs(e_triplet - e_neutral) < 1e-9
assert abs(e_triplet - lowest(h_free, four)) < 1e-9
assert e_free < e_triplet - 0.01
assert np.linalg.norm(h_full@s2_total - s2_total@h_full) < 1e-9
assert np.linalg.norm(h_full@s2_mol - s2_mol@h_full) > 0.1

# ---------- Fractionally charged O2 from density functional theory ----------
molecule = gto.M(atom=f"O 0 0 {-BOND/2}; O 0 0 {BOND/2}",
                 basis="aug-cc-pvdz", spin=2, verbose=0)

def new_calculation(functional):
    mf = dft.UKS(molecule)
    mf.xc, mf.grids.level = functional, 2
    mf.conv_tol, mf.max_cycle = 1e-8, 100
    return mf

def oxygen_charge_curve(functional):
    neutral = new_calculation(functional)
    neutral.kernel()
    assert neutral.converged
    reference = neutral.mo_coeff[1][:, 7:9].copy()
    overlap = neutral.get_ovlp()
    energies = [0.0]
    levels = [np.mean(neutral.mo_energy[1][7:9]) * HARTREE]
    density = neutral.make_rdm1()
    for charge in (0.5, 1.0):
        mf = new_calculation(functional)

        def occupations(mo_energy=None, mo_coeff=None):
            weight = ((reference.T @ overlap @ mo_coeff[1])**2).sum(axis=0)
            pi_star = np.argsort(weight)[-2:]
            core = [i for i in np.argsort(mo_energy[1]) if i not in pi_star]
            occ = np.zeros((2, len(mo_energy[0])))
            occ[0, np.argsort(mo_energy[0])[:9]] = 1
            occ[1, core[:7]] = 1
            occ[1, pi_star] = charge / 2
            return occ

        mf.get_occ = occupations
        mf.kernel(dm0=density)
        assert mf.converged
        fractional = (mf.mo_occ[1] > 0) & (mf.mo_occ[1] < 0.99)
        energies.append((mf.e_tot - neutral.e_tot) * HARTREE)
        levels.append(np.mean(mf.mo_energy[1][fractional]) * HARTREE)
        density = mf.make_rdm1()
    integral = (levels[0] + 4*levels[1] + levels[2]) / 6
    # Three-point integration limits this independent energy comparison.
    assert abs(integral - energies[2]) < 0.1
    affinity = -energies[2]
    curvature = 2 * (-levels[0] - affinity)
    return dict(A=affinity, U=curvature, level=levels[0],
                half=energies[1], integral=integral)

pbe = oxygen_charge_curve("pbe")
pbe0 = oxygen_charge_curve("pbe0")
half_model = -pbe["A"]/2 - pbe["U"]/8
sag_pbe = -pbe["A"]/2 - pbe["half"]
sag_pbe0 = -pbe0["A"]/2 - pbe0["half"]
assert sag_pbe > 0.4 and sag_pbe > sag_pbe0
# The quadratic is a coarse model because the anion orbital expands.
assert abs(half_model - pbe["half"]) < 0.4 * abs(pbe["half"])

# ---------- Resonant level at a metal ----------
def width(z):
    return GAMMA_REF * np.exp(-DECAY * (z - Z_REF))

def repulsion(z):
    return R * width(z) / np.pi

def hybrid_energy(level, gamma):
    def primitive(x):
        return x*np.arctan2(gamma, x) + gamma/2*np.log(x*x + gamma*gamma)
    return -(primitive(level + D) - primitive(level)) / np.pi

def occupation(level, gamma):
    return (np.arctan2(gamma, level)
            - np.arctan2(gamma, level + D)) / np.pi

def mean_field(delta, curvature, gamma):
    def mismatch(n):
        return n - occupation(delta + curvature*(n-0.5), gamma)
    n = brentq(mismatch, 0, 1)
    level = delta + curvature*(n-0.5)
    return hybrid_energy(level, gamma) - curvature*n*n/2, n

def transfer_level(z, affinity):
    return W - affinity - COULOMB/(4*z)

def straight_curve(z, affinity):
    return repulsion(z) + hybrid_energy(transfer_level(z, affinity), width(z))

def infinity(data):
    initial = W + data["level"]
    charge = max(0.0, -initial/data["U"])
    return -data["U"]*charge**2/2, charge

def bent_curve(z, data):
    energy, n = mean_field(transfer_level(z, data["A"]),
                           data["U"] - COULOMB/(2*z), width(z))
    return repulsion(z) + energy - infinity(data)[0], n

def discrete_band(level, gamma, size=1200):
    spacing = 2*D/size
    band = -D + (np.arange(size)+0.5)*spacing
    matrix = np.diag(np.r_[level, band])
    matrix[0, 1:] = matrix[1:, 0] = np.sqrt(gamma*spacing/np.pi)
    return matrix, band, spacing

def diagonalized_energy(level, gamma):
    matrix, band, spacing = discrete_band(level, gamma)
    values = np.linalg.eigvalsh(matrix)
    return values[values < 0].sum() - band[band < 0].sum(), spacing

grid = np.arange(0.9, 8.001, 0.01)
straight = np.array([straight_curve(z, pbe["A"]) for z in grid])
bent = np.array([bent_curve(z, pbe)[0] for z in grid])
top = int(np.argmax(straight))
z_top, barrier = grid[top], straight[top]
assert 0 < top < len(grid)-1 and barrier > 0.02
assert straight[0] < 0
assert bent.max() < 1e-6
assert np.all(repulsion(grid) >= straight)
diagonal_results = []
for z in (0.9, z_top, 2.0):
    level, gamma = transfer_level(z, pbe["A"]), width(z)
    numerical, spacing = diagonalized_energy(level, gamma)
    # Finite upper band edge gives Gamma^2/D; discretization gives spacing.
    assert abs(numerical-hybrid_energy(level, gamma)) < gamma**2/D + spacing/2
    diagonal_results.append(repulsion(z) + numerical)
assert diagonal_results[0] < 0 and diagonal_results[1] > 0.02

# Independent minimization over charge, with a Legendre-transformed band energy.
delta, gamma = transfer_level(1.5, pbe["A"]), width(1.5)
curvature = pbe["U"] - COULOMB/3.0
levels = np.linspace(-5, 15, 4001)
charges = np.linspace(0.02, 0.9, 881)
band_energies = hybrid_energy(levels, gamma)
kinetic = np.array([np.max(band_energies - levels*n) for n in charges])
trial = kinetic + delta*charges + curvature*(charges**2-charges)/2
assert abs(trial.min() - mean_field(delta, curvature, gamma)[0]) < 1e-3
isolated = mean_field(W-pbe["A"], pbe["U"], 1e-9)
assert abs(isolated[0] - infinity(pbe)[0]) < 1e-6
assert abs(isolated[1] - infinity(pbe)[1]) < 1e-6

def logarithm(level):
    return np.log1p(D/level) if level > 0 else np.inf

log_straight = logarithm(W-pbe["A"])
log_pbe = logarithm(W+pbe["level"])
log_pbe0 = logarithm(W+pbe0["level"])
assert (R > log_straight) == (straight_curve(7.0, pbe["A"]) > 0)
assert (R > log_pbe) == (bent_curve(7.0, pbe)[0] > 0)
assert (R > log_pbe0) == (bent_curve(7.0, pbe0)[0] > 0)

# ---------- Electron exchange time and classical transmission ----------
matrix, _, _ = discrete_band(0.0, width(z_top), 600)
values, vectors = np.linalg.eigh(matrix)
lifetime = HBAR_FS/(2*width(z_top))
survival = abs(np.sum(vectors[0]**2*np.exp(-1j*values*lifetime/HBAR_FS)))**2
# The finite band changes the wide-band decay by a small Gamma/D correction.
assert abs(survival-np.exp(-1)) < 0.05
thermal = const.k*TEMPERATURE/const.e
transmission = np.exp(-barrier/thermal)
threshold = np.sqrt(barrier/thermal)
flux_above = quad(lambda v: v*np.exp(-v*v), threshold, np.inf)[0]
flux_total = quad(lambda v: v*np.exp(-v*v), 0, np.inf)[0]
assert abs(flux_above/flux_total-transmission) < 1e-7
mass = 2*15.999*const.atomic_mass
speed = np.sqrt(np.pi*const.k*TEMPERATURE/(2*mass))
travel_time = 0.1e-10/speed*1e15
assert lifetime < travel_time
z_cross = COULOMB/(4*(W-pbe["A"]))
assert abs(transfer_level(z_cross, pbe["A"])) < 1e-10

# ---------- Numbers for the text ----------
print(f"Model work function: {W:.2f} eV; occupied band depth: {D:.2f} eV")
print(f"Width at {Z_REF:.2f} angstrom: {GAMMA_REF:.3f} eV")
print(f"Coupling decay: {DECAY:.2f} per angstrom; repulsion ratio R: {R:.2f}")
print(f"O2 bond length: {BOND:.2f} angstrom")
print(f"Small model, triplet-constrained energy: {e_triplet:.4f} eV")
print(f"Small model, neutral-constrained energy: {e_neutral:.4f} eV")
print(f"Small model, unconstrained energy: {e_free:.4f} eV")
for name, data in (("PBE", pbe), ("PBE0", pbe0)):
    print(f"{name} minority pi* level: {data['level']:.3f} eV")
    print(f"{name} vertical affinity: {data['A']:.3f} eV")
    print(f"{name} energy from level integral: {data['integral']:.3f} eV")
    print(f"{name} energy at half charge: {data['half']:.3f} eV")
    print(f"{name} model curvature U: {data['U']:.3f} eV")
    print(f"{name} charge at infinite distance: {infinity(data)[1]:.4f} e")
print(f"PBE half-charge energy from quadratic: {half_model:.3f} eV")
print(f"PBE half-charge sag below line: {sag_pbe:.3f} eV")
print(f"PBE0 half-charge sag below line: {sag_pbe0:.3f} eV")
print(f"Onset logarithm, straight line: {log_straight:.3f}")
print(f"Onset logarithm, PBE (inf = level at or below Fermi): {log_pbe:.3f}")
print(f"Onset logarithm, PBE0 (same convention): {log_pbe0:.3f}")
print("Curves: z/angstrom, constrained/eV, straight/eV, PBE-bent/eV")
for z in (4.0, 3.0, 2.0, 1.5, 1.2, 0.9):
    print(f"{z:.2f}  {repulsion(z):.4f}  {straight_curve(z,pbe['A']):.4f}"
          f"  {bent_curve(z,pbe)[0]:.4f}")
n_straight = occupation(transfer_level(z_top, pbe["A"]), width(z_top))
print(f"Straight-line barrier: {barrier:.4f} eV")
print(f"Straight-line barrier: {barrier*const.e*const.N_A/1000:.2f} kJ/mol")
print(f"Barrier position: {z_top:.2f} angstrom")
print(f"Barrier by band diagonalization: {diagonal_results[1]:.4f} eV")
print(f"Charge at barrier, straight line: {n_straight:.4f} e")
print(f"Charge at same place, PBE-bent: {bent_curve(z_top,pbe)[1]:.4f} e")
print(f"Highest PBE-bent energy on grid: {bent.max():.6f} eV")
print(f"Neutral-anion crossing: {z_cross:.3f} angstrom")
print(f"Constrained energy at crossing: {repulsion(z_cross):.3f} eV")
print(f"Width at barrier: {width(z_top):.4f} eV")
print(f"Electron lifetime facing empty states: {lifetime:.3f} fs")
print(f"Survival after one lifetime, diagonalization: {survival:.4f}")
print(f"Temperature: {TEMPERATURE:.0f} K; thermal energy: {thermal:.5f} eV")
print(f"Mean normal speed of incident flux: {speed:.1f} m/s")
print(f"Time to travel 0.1 angstrom: {travel_time:.2f} fs")
print(f"Classical barrier transmission: {transmission:.4f}")
print("all assertions hold")
```

Output:

```
Model work function: 4.20 eV; occupied band depth: 10.00 eV
Width at 1.50 angstrom: 0.300 eV
Coupling decay: 1.50 per angstrom; repulsion ratio R: 2.50
O2 bond length: 1.21 angstrom
Small model, triplet-constrained energy: -9.8000 eV
Small model, neutral-constrained energy: -9.8000 eV
Small model, unconstrained energy: -10.0834 eV
PBE minority pi* level: -4.558 eV
PBE vertical affinity: -0.183 eV
PBE energy from level integral: 0.184 eV
PBE energy at half charge: -1.037 eV
PBE model curvature U: 9.483 eV
PBE charge at infinite distance: 0.0378 e
PBE0 minority pi* level: -3.007 eV
PBE0 vertical affinity: -0.942 eV
PBE0 energy from level integral: 0.942 eV
PBE0 energy at half charge: -0.471 eV
PBE0 model curvature U: 7.896 eV
PBE0 charge at infinite distance: 0.0000 e
PBE half-charge energy from quadratic: -1.094 eV
PBE half-charge sag below line: 1.128 eV
PBE0 half-charge sag below line: 0.942 eV
Onset logarithm, straight line: 1.188
Onset logarithm, PBE (inf = level at or below Fermi): inf
Onset logarithm, PBE0 (same convention): 2.238
Curves: z/angstrom, constrained/eV, straight/eV, PBE-bent/eV
4.00  0.0056  0.0026  -0.0103
3.00  0.0252  0.0109  -0.0286
2.00  0.1128  0.0414  -0.0747
1.50  0.2387  0.0673  -0.1183
1.20  0.3744  0.0615  -0.1623
0.90  0.5872  -0.1077  -0.2714
Straight-line barrier: 0.0703 eV
Straight-line barrier: 6.78 kJ/mol
Barrier position: 1.37 angstrom
Barrier by band diagonalization: 0.0669 eV
Charge at barrier, straight line: 0.0553 e
Charge at same place, PBE-bent: 0.1972 e
Highest PBE-bent energy on grid: -0.000763 eV
Neutral-anion crossing: 0.821 angstrom
Constrained energy at crossing: 0.661 eV
Width at barrier: 0.3646 eV
Electron lifetime facing empty states: 0.903 fs
Survival after one lifetime, diagonalization: 0.3784
Temperature: 300 K; thermal energy: 0.02585 eV
Mean normal speed of incident flux: 349.9 m/s
Time to travel 0.1 angstrom: 28.58 fs
Classical barrier transmission: 0.0660
all assertions hold
```
